\section*{Drift, diffusion and the Einstein relation in biased nearest-neighbour hopping}

\section{What goes wrong with the Einstein relation}

Copper ions are driven through a low-$k$ dielectric by a strong field, their drift velocity $v$ is found from the transit time, and the diffusion coefficient is then computed from the Einstein relation $D=v\,k_BT/(qE)$. Take singly charged ions that hop by $0.5$~nm at $448$~K in a field of $2$~MV/cm. In the hopping model worked out below, this procedure returns $0.0206~\mathrm{nm^2/s}$, while the packet of ions really spreads with $D=0.0311~\mathrm{nm^2/s}$. The inferred value is a third too low. Nor is it the diffusion coefficient without a field, which is $0.0158~\mathrm{nm^2/s}$.

The cause is the energy gained in a single hop, here $100$~meV against a thermal energy of $38.6$~meV. For equivalent sites, the relation that holds at any such field is
\begin{equation}
\frac{v}{D}=\frac{2}{a}\tanh\!\left(\frac{qEa}{2k_BT}\right),
\label{eq:main}
\end{equation}
with $a$ the hop length. Its conditions appear as the derivation needs them.

\section{The simple case: no field}

Sites lie on a line at $x_j=ja$. An ion leaves its site to the right at rate $\Gamma$ and to the left at the same rate. Successive hops are independent, and ions are so dilute that they do not interact. In a short time $dt$ the displacement is $+a$ with probability $\Gamma\,dt$, $-a$ with probability $\Gamma\,dt$, and otherwise zero. Its mean vanishes and its mean square is $2a^2\Gamma\,dt$. Variances of independent displacements add, so the position variance grows as $2a^2\Gamma t$. With the convention that $D$ is half the growth rate of the variance,
\begin{equation}
D_0=a^2\Gamma .
\label{eq:D0}
\end{equation}

\section{Switching on the field}

Let $q>0$ and let the uniform field $E>0$ point towards $+x$. The rates to the right and left become $w_+$ and $w_-$, the same at every site. The probability $P_j$ of finding the ion on site $j$ obeys
\begin{equation}
\frac{dP_j}{dt}=w_+P_{j-1}+w_-P_{j+1}-(w_++w_-)P_j .
\label{eq:master}
\end{equation}
Multiply by $j$ and sum over the infinite line. Replacing $j$ by $j+1$ in the first sum and by $j-1$ in the second collects everything on $P_j$:
\begin{align}
\frac{d\langle j\rangle}{dt}
&=\sum_j P_j\left[w_+(j+1)+w_-(j-1)-(w_++w_-)j\right]\nonumber\\
&=w_+-w_- .
\end{align}
The same shift with $j^2$, using $(j\pm1)^2-j^2=\pm2j+1$, gives
\begin{equation}
\frac{d\langle j^2\rangle}{dt}=2\langle j\rangle(w_+-w_-)+(w_++w_-).
\end{equation}
For the variance we subtract $d\langle j\rangle^2/dt=2\langle j\rangle(w_+-w_-)$, which cancels the first term. Restoring the length $a$,
\begin{equation}
v=a(w_+-w_-),\qquad D=\frac{a^2}{2}(w_++w_-).
\label{eq:vD}
\end{equation}
Here $D$ is the longitudinal coefficient, measured along the field and with the field on. For $w_+=w_-=\Gamma$ we recover $v=0$ and Eq.~(\ref{eq:D0}).

\section{What thermodynamics fixes}

The two rates are not independent. A hop to the right lowers the ion's energy by $qEa$, because neighbouring sites are equivalent apart from the applied potential. Imagine one pair of neighbouring sites cut off from the rest and left in contact with the heat bath. It must reach the Boltzmann distribution, $P_{j+1}/P_j=e^{u}$ with
\begin{equation}
u=\frac{qEa}{k_BT},
\end{equation}
and in that state the two flows balance, $w_+P_j=w_-P_{j+1}$. Hence
\begin{equation}
\frac{w_+}{w_-}=e^{u}.
\label{eq:db}
\end{equation}
We assume that the hop rates between the two sites are unchanged when the rest of the line is reconnected. This holds if the ion thermalizes on each site before it hops again.

Dividing the two parts of Eq.~(\ref{eq:vD}) and then dividing numerator and denominator by $w_-$,
\begin{equation}
\frac{v}{D}=\frac{2}{a}\,\frac{w_+-w_-}{w_++w_-}
=\frac{2}{a}\,\frac{e^{u}-1}{e^{u}+1}
=\frac{2}{a}\tanh\frac{u}{2},
\end{equation}
where the last step multiplies both by $e^{-u/2}$. This is Eq.~(\ref{eq:main}). The magnitude of the rates has dropped out, and so has the way in which the field changes each barrier.

As a numerical test, Eq.~(\ref{eq:master}) was propagated from a single occupied site for a time in which 30 hops are expected. The rates were $w_+=\Gamma e^{\theta u}$ and $w_-=\Gamma e^{-(1-\theta)u}$, with $\theta=0.2$, $0.5$ and $0.8$, at $0.3$, $1$, $2$ and $4$~MV/cm and $448$~K. The ratio $v/D$ taken from the moments agreed with Eq.~(\ref{eq:main}) to better than a relative $10^{-7}$ in all twelve cases.

\subsection{Weak-field limit}

Put $y=u/2$ and write $\tanh y=y+c_3y^3+c_5y^5+\dots$. The identity $\tanh' y=1-\tanh^2y$ requires
\begin{equation}
1+3c_3y^2+5c_5y^4+\dots=1-y^2-2c_3y^4+\dots,
\end{equation}
so $c_3=-1/3$ and $c_5=-2c_3/5=2/15$. Therefore
\begin{equation}
\frac{v}{D}=\frac{qE}{k_BT}\left(1-\frac{u^2}{12}+\frac{u^4}{120}-\dots\right).
\label{eq:series}
\end{equation}
The Einstein value is the limit $u\ll2$. At any nonzero field the ratio lies below it: the slope of $\tanh y$ is $1-\tanh^2y<1$ for $y>0$, so $\tanh y<y$.

The leading term predicts a shortfall of 1\%, relative to the Einstein value, at $u=\sqrt{0.12}=0.346$. The full expression gives $u=0.349$, which at $448$~K and $a=0.5$~nm means a drop of $13.5$~mV per hop and a field of $0.27$~MV/cm. A 10\% shortfall is reached at $u=1.17$, or $45$~mV per hop and $0.90$~MV/cm. The voltage to compare with $k_BT/q$ is thus the drop across one hop, not across the film.

\subsection{Strong-field limit}

For $u\gg2$ backward hops die out and $v/D\to2/a$. The reason is counting statistics. With forward hops alone, the number of hops in time $t$ is a Poisson variable whose variance equals its mean $w_+t$. Then $v=aw_+$ and $D=a^2w_+/2$. Temperature leaves the ratio, and the remaining spread comes from the random timing of the hops.

\section{The separate field dependence of $v$ and $D$}

To obtain $v$ and $D$ separately we need each rate. Let the ion, with coordinate $x$, move in the tilted periodic potential
\begin{equation}
U(x)=-\frac{B}{2}\cos\frac{2\pi x}{a}-qEx ,
\end{equation}
with $B\gg k_BT$, so that motion consists of rare hops between wells. The extrema satisfy
\begin{equation}
\sin\frac{2\pi x}{a}=\xi,\qquad \xi=\frac{qEa}{\pi B}.
\end{equation}
The well lies at $x_w=(a/2\pi)\arcsin\xi$ and the next top to the right at $x_t=a/2-x_w$. The cosine equals $+\sqrt{1-\xi^2}$ at the well and $-\sqrt{1-\xi^2}$ at the top. The forward barrier is therefore
\begin{align}
B_+&=U(x_t)-U(x_w)=B\sqrt{1-\xi^2}-qE\left(\frac a2-2x_w\right)\nonumber\\
&=B\left[\sqrt{1-\xi^2}+\xi\arcsin\xi\right]-\frac{qEa}{2},
\end{align}
where $2qEx_w=(qEa/\pi)\arcsin\xi=B\xi\arcsin\xi$. The top to the left lies one period back and is higher by $qEa$, so $B_-=B_++qEa$. The field work is shared equally between the two barriers, about a mean barrier that for small $\xi$ is $B(1+\xi^2/2)$.

With $B=1.2$~eV and $qEa=0.1$~eV we have $\xi=0.0265$. The barriers are $B_+=1.1504$~eV and $B_-=1.2504$~eV, and the mean has risen by $0.42$~meV. That lowers the Boltzmann factors of both rates by $1.1\%$ and cancels in $v/D$. Neglecting it, $w_\pm=\Gamma e^{\pm u/2}$ and
\begin{equation}
v=2a\Gamma\sinh\frac u2,\qquad D=a^2\Gamma\cosh\frac u2 .
\label{eq:sinh}
\end{equation}
The diffusion coefficient itself grows with the field. If the drift velocity is compared with the zero-field coefficient instead, then
\begin{equation}
\frac{v}{D_0}=\frac2a\sinh\frac u2 ,
\end{equation}
which lies above the Einstein value, whereas $v/D$ lies below it. With these rates, the sign of a stated deviation from the Einstein relation therefore depends on which $D$ is meant.

\section{Equilibrium in a closed box}

It might seem that thermal equilibrium itself is violated at high field. To test this, block both ends of the line and wait for the steady state. The flow across each bond must then vanish, $w_+P_j-w_-P_{j+1}=0$, so Eq.~(\ref{eq:db}) gives
\begin{equation}
\frac{P_{j+1}}{P_j}=e^{u},\qquad P_j\propto e^{x_j/\ell},\qquad \ell=\frac au=\frac{k_BT}{qE}.
\end{equation}
This is the Boltzmann profile at any field. The continuum law $J=vn-D\,dn/dx$, with the correct $v$ and $D$, would instead give an exponential of length $D/v$. At $2$~MV/cm and $448$~K the two lengths are $0.193$~nm and $0.291$~nm. Solving the master equation for a closed box of six sites gives $0.193$~nm.

To see where the continuum law fails, write $P_j=a\,n(x_j)$ and expand the flow across a bond about its midpoint:
\begin{align}
J&=w_+\,a\,n\!\left(x-\tfrac a2\right)-w_-\,a\,n\!\left(x+\tfrac a2\right)\nonumber\\
&=v\left(n+\frac{a^2}{8}n''+\dots\right)-D\left(n'+\frac{a^2}{24}n'''+\dots\right).
\end{align}
For the profile $e^{x/\ell}$ the first correction is $u^2/8$ relative to $n$, which is $0.84$ at $u=2.59$. The density changes too steeply from site to site for the continuum law, which stops at the first derivative. The continuum law with this $v$ and $D$ suits a packet many sites wide, not the pile-up of ions against a blocking interface.

\section{A drift test in numbers}

The example is a low-$k$ film of thickness $L=50$~nm with no barrier layer between it and the copper. The parameters are $a=0.5$~nm, $B=1.2$~eV and an attempt frequency $\nu=2\times10^{12}$~Hz. The last two are consistent with each other: in the cosine potential the well curvature is $2\pi^2B/a^2$, so a copper ion of mass $M$ oscillates at $\sqrt{B/2M}/a=1.9\times10^{12}$~Hz.

At $448$~K, $\Gamma=\nu e^{-B/k_BT}=0.0633~\mathrm{s^{-1}}$. At $2$~MV/cm, $u=100/38.61=2.59$, so $w_+=0.2313~\mathrm{s^{-1}}$ and $w_-=0.0173~\mathrm{s^{-1}}$. Equation~(\ref{eq:vD}) then gives
\begin{align}
v&=0.5\,(0.2313-0.0173)=0.107~\mathrm{nm/s},\\
D&=0.125\,(0.2313+0.0173)=0.0311~\mathrm{nm^2/s},
\end{align}
the latter being $3.1\times10^{-16}~\mathrm{cm^2/s}$. Other fields at the same temperature give the values below. The rise of the mean barrier is again neglected; at $4$~MV/cm it would lower $v$ and $D$ by about $4\%$ and leave their ratio unchanged.

\begin{center}
\begin{tabular}{cccccc}
$E$ & $u$ & $v$ & $D$ & $v/D$ & ratio to\\
(MV/cm) & & (nm/s) & (nm$^2$/s) & (1/nm) & Einstein\\
\hline
0.3 & 0.389 & 0.0124 & 0.0161 & 0.767 & 0.988\\
1.0 & 1.295 & 0.0439 & 0.0193 & 2.280 & 0.880\\
2.0 & 2.590 & 0.1070 & 0.0311 & 3.442 & 0.664\\
4.0 & 5.181 & 0.4199 & 0.1062 & 3.955 & 0.382
\end{tabular}
\end{center}

At $4$~MV/cm the ratio is within about 1\% of its ceiling $2/a=4~\mathrm{nm^{-1}}$. A doubly charged ion at $2$~MV/cm has the same $u$, and hence the same $v/D$, as a singly charged one at $4$~MV/cm.

The mean transit time at $2$~MV/cm is $L/v=467$~s. In that time a packet that started at one site, with the far electrode ignored, acquires a standard deviation
\begin{equation}
\sqrt{2D\,\frac Lv}=\sqrt{2\times50\times0.2905}=5.4~\mathrm{nm}.
\end{equation}
The Einstein relation replaces $D/v$ by $0.193$~nm and predicts $4.4$~nm. The diffusion coefficient it infers from $v$ is $0.66$ times the true $D$ and $1.30$ times $D_0$.

At a milder condition of $378$~K and $0.3$~MV/cm, $u=0.46$ and the shortfall is $1.7\%$. For equivalent sites the Einstein relation is adequate there for most purposes, though not in the accelerated test.

\section{Generalizing to unequal sites}

An amorphous film has no equivalent sites. A tractable extension keeps the ions on a line and gives each site a trap depth $\epsilon$ that multiplies both outgoing rates by $e^{-\epsilon/k_BT}$. The depth is drawn afresh at every hop, which neglects returns to the same trap. The direction of a hop is then independent of the time spent waiting for it. The mean step is $am$, with
\begin{equation}
m=\frac{w_+-w_-}{w_++w_-}=\tanh\frac u2 ,
\end{equation}
and its variance is $a^2(1-m^2)$, since each step squared equals $a^2$. Let the dwell time have mean $\bar\tau$ and variance $c^2\bar\tau^2$. Then $v=am/\bar\tau$.

For the spread, let $X_N$ be the displacement and $T_N$ the time elapsed after $N$ hops. The combination $X_N-vT_N$ has zero mean, and because steps and dwell times are independent its variance is
\begin{equation}
N\left[a^2(1-m^2)+v^2c^2\bar\tau^2\right]=Na^2\left[1-m^2+c^2m^2\right].
\end{equation}
At a fixed long time $t$ the number of hops is $t/\bar\tau$, with fluctuations of order $\sqrt t$. These change the zero-mean sum by an amount of order $t^{1/4}$, negligible beside its own size $\sqrt t$. The variance of $x-vt$ is therefore the expression above with $N=t/\bar\tau$, and half its growth rate is
\begin{equation}
D=\frac{a^2}{2\bar\tau}\left[1+(c^2-1)m^2\right],\qquad
\frac vD=\frac{2m/a}{1+(c^2-1)m^2}.
\label{eq:dis}
\end{equation}

Equal sites provide the first check. Their dwell times are exponentially distributed, $c^2=1$, and Eq.~(\ref{eq:main}) returns. The second check is the weak field, where $m\to u/2$ and the Einstein value returns for any finite $c^2$. The condition is now stricter, however: with redrawn depths $(c^2-1)m^2\ll1$ is needed as well as $u\ll2$, and with fixed traps on a line it tightens to $(c^2-1)m\ll1$, as shown below.

For Gaussian depths of zero mean and width $\sigma$, put $s=\sigma/k_BT$. Completing the square gives $\langle e^{n\epsilon/k_BT}\rangle=e^{n^2s^2/2}$. In a trap with mean dwell time $\tau_\epsilon$ the mean square dwell time is $2\tau_\epsilon^2$, so
\begin{equation}
c^2=\frac{2e^{2s^2}}{\left(e^{s^2/2}\right)^2}-1=2e^{s^2}-1 .
\end{equation}

For the drift test at $2$~MV/cm and $448$~K, $\sigma=0.02$~eV gives $c^2=1.62$ and lowers $v/D$ from $3.44$ to $2.36~\mathrm{nm^{-1}}$. With $\sigma=0.05$~eV, $c^2=9.70$ and $v/D=0.46~\mathrm{nm^{-1}}$, only $0.09$ of the Einstein value. Ions held in deep traps fall behind the moving packet and stretch it. These are long-time values. For the wider distribution a $50$~nm film is too thin for the packet to reach them fully, and the deviation during one transit is somewhat smaller, a ratio of about $0.12$ instead of $0.09$. At $378$~K and $0.3$~MV/cm the ratio to the Einstein value falls from $0.98$ for equal sites to $0.94$ and $0.50$ for the same two widths. These two figures rest on the neglect of returns, which are frequent at weak field. With fixed traps on a line, each site is visited a geometric number of times, with mean $1/m$ and mean square $(2-m)/m^2$. Half of $c^2-1$ comes from the spread of the mean dwell times themselves, and in an average over many lines this half is multiplied by $(2-m)/m$. The term $(c^2-1)m^2$ then becomes $(c^2-1)m$, which is linear in the field. The long-time ratios at the milder condition fall to $0.81$ and $0.19$, and the value $0.09$ of the drift test falls to $0.08$. 
All these values are for a line. In a film ions also hop sideways, and each step along the field then averages over more traps. If a fraction $p$ of the hops is along the field, the mean step is $apm$ and the mean square step is $a^2p$. The same derivation then puts $(c^2-1)pm^2$ in place of $(c^2-1)m^2$ in the denominator of $v/D$. On a simple cubic lattice with the field along an axis and a rate $\Gamma$ for each of the four sideways hops, all six rates being multiplied by the same trap factor, $p=(w_++w_-)/(w_++w_-+4\Gamma)$. This is $0.50$ in the drift test and $0.34$ at the milder condition. For $\sigma=0.05$~eV and redrawn depths, the long-time ratios to the Einstein value become $0.16$ and $0.74$, instead of $0.09$ and $0.50$. Returns to fixed traps lower them to about $0.14$ and $0.67$. Disorder matters less there than on a line, but for the wider distribution even the milder condition is not safe.

\section{Beside a real film}

The parameters are rough values for copper ions in an organosilicate film under bias-temperature stress. The test field is far above the use condition and is $0.4$ of a breakdown field taken roughly as $5$~MV/cm. In an amorphous film $a$ is an effective hop length, and since $u$ is proportional to it, any error in $a$ carries over to the computed deviation. Site equivalence is the assumption that such a film breaks, and of the effects sized here disorder moves $v/D$ the most: with depths redrawn at every hop and $\sigma=0.05$~eV, a width chosen for illustration, the long-time factor is about $7$ on a line and about $4$ on a cubic lattice. Real interconnects also place a barrier layer between copper and dielectric, and the supply of ions at the electrode is not modelled.

Two further limits concern the uniform field. By Gauss's law a uniform ion density $n$ changes the field across the film by $nqL/\varepsilon$. With relative permittivity $2.8$ this reaches 10\% of $2$~MV/cm at $n=6\times10^{16}~\mathrm{cm^{-3}}$. The site occupancy $na^3$ is then about $8\times10^{-6}$, so space charge matters long before ions block each other's sites. Near a metal electrode the image charge, at distance $2x$ from the ion, attracts it with force $q^2/(16\pi\varepsilon x^2)$. This equals $qE$ at $x=0.8$~nm, and it is still 10\% of $qE$ at $x=2.5$~nm, so about the first five hops feel it; at $0.3$~MV/cm the two distances are $2.1$ and $6.5$~nm. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
site spacing a = 0.5 nm; barrier = 1.2 eV
attempt frequency = 2.0e+12 Hz; film = 50 nm
relative permittivity = 2.8
test: T = 448 K, E = 2.0 MV/cm
thermal energy k_B T = 38.61 meV
zero-bias hop rate per direction = 0.0633 1/s
forward rate = 0.2313 1/s
backward rate = 0.0173 1/s
Field table at the test temperature:
E MV/cm | drop mV | u | v nm/s | D nm2/s | v/D 1/nm | Einstein 1/nm | ratio
0.3 | 15 | 0.389 | 0.01238 | 0.01613 | 0.767 | 0.777 | 0.9876
1.0 | 50 | 1.295 | 0.04394 | 0.01927 | 2.280 | 2.590 | 0.8803
2.0 | 100 | 2.590 | 0.10696 | 0.03108 | 3.442 | 5.181 | 0.6644
4.0 | 200 | 5.181 | 0.41985 | 0.10615 | 3.955 | 10.361 | 0.3817
saturation value 2/a = 4.0 1/nm
D at test field = 3.108e-16 cm2/s
zero-field D0 = 0.01583 nm2/s
D/D0 at test field = 1.963
v/D0 at test field = 6.755 1/nm
D inferred by Einstein from v = 0.02065 nm2/s
inferred D / true D = 0.664
inferred D / D0 = 1.304
1 % shortfall: E = 0.269 MV/cm, drop = 13.5 mV, u = 0.349
10 % shortfall: E = 0.902 MV/cm, drop = 45.1 mV, u = 1.168
box profile length, solved = 0.1930 nm
k_B T/(qE) = 0.1930 nm; D/v = 0.2905 nm
mean transit time L/v = 467 s
packet spread sqrt(2LD/v) = 5.39 nm
spread by Einstein = 4.39 nm
use: T = 378 K, E = 0.3 MV/cm, u = 0.460
use: v = 4.653e-05 nm/s, D = 5.141e-05 nm2/s
use: v/D over Einstein = 0.9827
Neglected effects:
test, trap width 0.02 eV: c2 = 1.62, v/D = 2.364 1/nm, over Einstein = 0.456, v slowed 1.14 x
test, trap width 0.05 eV: c2 = 9.70, v/D = 0.462 1/nm, over Einstein = 0.089, v slowed 2.31 x
use, trap width 0.02 eV: c2 = 1.92, v/D = 0.865 1/nm, over Einstein = 0.939, v slowed 1.21 x
use, trap width 0.05 eV: c2 = 20.10, v/D = 0.458 1/nm, over Einstein = 0.497, v slowed 3.25 x
ion density for 10 % field change = 6.19e+16 1/cm3
site occupancy at that density = 7.7e-06
image field equals applied field at 0.80 nm
forward barrier = 1.15042 eV
backward barrier = 1.25042 eV
common barrier change = 0.422 meV, rate change = -1.09 %
well frequency of Cu in cosine potential = 1.91e+12 Hz
quantum correction to hop rate = 0.19 %
double charge: u = 5.181, v/D over Einstein = 0.382
test field / rough breakdown field (5 MV/cm) = 0.40
\end{verbatim}
